\section*{Orowan strength of tin-silver solder under Lifshitz-Slyozov-Wagner coarsening}

\section{The extrapolation at stake}

Suppose that the strength which Ag$_3$Sn particles give to a tin-silver solder is known after 1000~h of ageing and is wanted after 10\,000~h. A pure $t^{-1/3}$ law multiplies it by $10^{-1/3}=0.464$. In the example below this turns 21.7~MPa into 10.1~MPa, while the full model gives 11.5~MPa, so the power law is 12\% too low relative to the model. In the other direction, a power law fitted to such data returns an exponent below $1/3$, which may be misread as a different coarsening mechanism. The first error comes mainly from a logarithm in the dislocation energy. The second comes from that logarithm and from the memory of the initial size: a fit over 100 to 1000~h with logarithmically spaced times gives 0.225 (0.233 for evenly spaced times), and of the gap of about 0.11 the initial size supplies about 0.06 and the logarithm about 0.04, while beyond 1000~h the logarithm dominates. The result to implement is
\begin{align}
\Delta\sigma&=\frac{MGb}{2\pi(a-g)R}\ln\frac{\kappa R}{r_0},\qquad R^3=R_0^3+Kt,\label{main}\\
K&=\frac{8\gamma v^2c_\infty D}{9kT}.\label{K}
\end{align}
Here $R$ is the mean particle radius, $\gamma$ the interface energy, $v$ the precipitate volume per Ag atom, $c_\infty$ the number density of dissolved Ag beside a flat interface, $D$ the Ag diffusivity and $T$ the ageing temperature. $G$ is the shear modulus, $b$ the Burgers vector, $r_0$ the core cutoff and $M$ the ratio of tensile yield stress to resolved shear stress. The number $g$ is a constant, while $a$ and $\kappa$ depend on the volume fraction $f$ alone.

The model assumes dilute spherical particles whose size distribution has its self-similar LSW shape from $t=0$, growth limited by diffusion, constant $f$, particles that dislocations cannot cut, and a test too short for climb. $\Delta\sigma$ is the particle contribution at first yield, not the whole strength.

\section{Growth law of one particle}

Adding volume $dV$ to a sphere adds area $dA=8\pi R\,dR=2\,dV/R$. One formula unit occupies $3v$, so equilibrium with the matrix reads
\begin{equation}
3\mu_{\rm Ag}+\mu_{\rm Sn}=\mu_{\rm F}+\frac{2\gamma(3v)}{R},
\end{equation}
with $\mu_{\rm F}$ the bulk free energy per formula unit. In a dilute solution $\mu_{\rm Ag}=\text{const}+kT\ln c$. With $x$ the Ag atomic fraction, the Gibbs-Duhem relation $x\,d\mu_{\rm Ag}+(1-x)\,d\mu_{\rm Sn}=0$ makes the change of $\mu_{\rm Sn}$ about $x/3$ times that of $3\mu_{\rm Ag}$ in magnitude, so it is dropped. Subtracting the flat-interface condition gives $3kT\ln(c_R/c_\infty)=6\gamma v/R$, hence
\begin{equation}
c_R=c_\infty e^{\ell/R}\simeq c_\infty\left(1+\frac{\ell}{R}\right),\qquad \ell=\frac{2\gamma v}{kT}.
\end{equation}
The factor 3 cancels: the relevant volume is that per Ag atom, not per formula unit.

Let $\bar c$ be the concentration far away. The steady profile $c(r)=\bar c-(\bar c-c_R)R/r$ carries $4\pi R^2D\,c'(R)=4\pi RD(\bar c-c_R)$ atoms per second inward. The particle holds $4\pi R^3/(3v)$ Ag atoms and gains $(4\pi R^2/v)\,dR/dt$. Equating the two is valid for $vc\ll1$, when the interface moves slowly compared with diffusion. With $\bar c-c_\infty\equiv c_\infty\ell/R_c$,
\begin{equation}
\frac{dR}{dt}=\frac{A}{R}\left(\frac1{R_c}-\frac1R\right),\qquad A=Dvc_\infty\ell .\label{growth}
\end{equation}
Particles larger than $R_c$ grow and smaller ones dissolve. Constant total volume requires $\sum R^2\,dR/dt=A\sum(R/R_c-1)=0$, so $R_c$ is the mean radius.

\subsection{Anisotropic diffusion}

In tin, Ag moves much faster along the tetragonal axis ($D_c$) than across it ($D_a$). Scaling each coordinate by $1/\sqrt{D_i}$ restores Laplace's equation and turns the sphere into a spheroid with semi-axes $p=R/\sqrt{D_a}$ (twice) and $q=R/\sqrt{D_c}$. The total flux per unit concentration difference is $4\pi C\sqrt{D_a^2D_c}$, where $C$ is the capacity of the spheroid.

To find $C$, stretch a uniformly charged spherical shell into the spheroid. Inside the sphere, the two patches seen in opposite narrow cones exert cancelling forces. The stretch preserves the ratio of charges and the ratio of distances along each chord, so the forces still cancel and the interior potential is constant. Its value at the centre gives
\begin{equation}
\frac1C=\int_0^1\frac{d\mu}{\sqrt{p^2(1-\mu^2)+q^2\mu^2}}=\frac{\arccos(q/p)}{\sqrt{p^2-q^2}} .
\end{equation}
Setting the flux equal to $4\pi RD$ and using $p^2-q^2=R^2(D_c-D_a)/(D_aD_c)$,
\begin{equation}
D=\frac{\sqrt{D_a(D_c-D_a)}}{\arccos\sqrt{D_a/D_c}} .\label{Deff}
\end{equation}
The flux is uneven over the surface; using $D$ in (\ref{growth}) assumes that the particle nevertheless stays spherical.

\section{The population and its rate constant}

Seek a size distribution that keeps its shape in $z=R/R_c$ while $R_c^3=R_0^3+Kt$. Then $dR_c/dt=K/(3R_c^2)$, and with $s=\ln R_c$ we have $ds/dt=K/(3R_c^3)$. Equation (\ref{growth}) reads $dR/dt=A(z-1)/(z^2R_c^2)$, so
\begin{align}
\frac{dz}{dt}&=\frac1{R_c}\frac{dR}{dt}-\frac{z}{R_c}\frac{dR_c}{dt}
=\frac{A(z-1)}{z^2R_c^3}-\frac{zK}{3R_c^3},\\
w\equiv\frac{dz}{ds}&=\Gamma\,\frac{z-1}{z^2}-z,\qquad \Gamma=\frac{3A}{K}.
\end{align}
Let $\phi(z)$ be the normalized density. Fixed volume makes the particle number $N\propto R_c^{-3}$, so $dN/ds=-3N$. Conservation along $z$, $\partial_s(N\phi)+\partial_z(N\phi w)=0$, becomes
\begin{equation}
(\phi w)'=3\phi .\label{balance}
\end{equation}

Roots of $w$ satisfy $\Gamma=z^3/(z-1)$. For $z>1$ this function has its minimum where $3(z-1)=z$, at $z=3/2$, with value $27/4$. Three cases follow.

\textit{$\Gamma<27/4$.} There is no root. At large $z$, $w\simeq-z$ and (\ref{balance}) gives $\phi\propto z^{-4}$, whose total volume diverges. This case is excluded.

\textit{$\Gamma>27/4$.} There are two roots, and $\phi$ must end at the lower one, $z_1$; beyond it the solution is not integrable at the upper root. Near $z_1$, $w\simeq w'(z_1)(z-z_1)$ and $\phi\propto(z_1-z)^m$ with $(m+1)w'(z_1)=3$. Such an end must already be present in the initial distribution, because the smooth motion of particles near the largest size preserves the power $m$. With $\Gamma=z_1^3/(z_1-1)$,
\begin{equation}
w'(z_1)=\Gamma\left(\frac1{z_1^2}-\frac{2(z_1-1)}{z_1^3}\right)-1=\frac{z_1}{z_1-1}-3 .
\end{equation}
A sharp step, $m=0$, needs $w'=3$, hence $z_1=1.2$, $\Gamma=8.64$ and $K=0.347A$.

\textit{$\Gamma=27/4$.} The double root at $3/2$ has $w'=0$, so $m\to\infty$: the density ends more smoothly than any power. This is the Lifshitz-Slyozov-Wagner (LSW) case, with $K=3A/\Gamma=4A/9$. Inserting $A=2\gamma v^2c_\infty D/(kT)$ gives (\ref{K}).

For the LSW density put $u=-w=(z-\frac32)^2(z+3)/z^2$. Equation (\ref{balance}) becomes $(\phi u)'=-3\phi$, so $\phi u\propto\exp(-3\int dz/u)$. Partial fractions give
\begin{equation}
\frac1u=\frac{4/9}{z+3}-\frac{5/9}{\frac32-z}+\frac{1/2}{(\frac32-z)^2},
\end{equation}
and integration yields, for $0<z<3/2$,
\begin{equation}
\phi(z)=\frac{81e}{2^{5/3}}\frac{z^2\exp[-3/(3-2z)]}{(z+3)^{7/3}(\frac32-z)^{11/3}} .\label{lsw}
\end{equation}
The prefactor follows from integrating $(\phi u)'=-3\phi$ over the whole range, which requires $(\phi u)(0)=3$. Quadrature gives the moments $m_2=\langle z^2\rangle=1.046$ and $m_3=\langle z^3\rangle=1.130$; $\langle z\rangle=1$ by volume conservation.

This argument finds the self-similar states but does not prove convergence to them. Direct integration of (\ref{growth}) for several thousand weighted size classes, with steps of $0.002R_c^3/A$ and $K$ taken from the slope of $R^3$ over its last fourfold growth, shows the following. An LSW start gives $K/A=0.444$. A uniform density between 0.7 and 1.3 of the mean gives 0.348, as the step case predicts. A Gaussian with standard deviation 0.15 of the mean gives 0.459 after $R^3$ has grown $10^4$ times, still 3\% above $4/9$. Every self-similar state obeys the cube law; the coefficient depends on the end of the distribution.

\section{What a slip plane meets}

A plane cuts a sphere whose centre lies within $R$ on either side. With $N_V$ particles per volume it therefore meets $N_A=2\langle R\rangle N_V$ per area, while $f=(4\pi/3)\langle R^3\rangle N_V$. For a square array of spacing $L=N_A^{-1/2}$,
\begin{equation}
L^2=\frac{2\pi\langle R^3\rangle}{3f\langle R\rangle},\qquad L=aR,\quad a=\sqrt{\frac{2\pi m_3}{3f}} .
\end{equation}
The mean section radius of one cut sphere is $R^{-1}\int_0^R\sqrt{R^2-h^2}\,dh=\pi R/4$. Large spheres are cut more often, in proportion to $R$, so the mean section diameter is
\begin{equation}
d=\frac{\pi}{2}\frac{\langle R^2\rangle}{\langle R\rangle}=gR,\qquad g=\frac{\pi m_2}{2}.
\end{equation}
At fixed $f$ every length in the slip plane thus grows in proportion to $R$.

\section{The stress to pass}

A dislocation held by particles bows through the gaps and trails two antiparallel arms along each particle, a distance $d$ apart. For an initially straight edge line the arms are screws, with shear stress $Gb/(2\pi x)$ at distance $x$ in the slip plane. Sliding the strip between them by $b$ costs, per length,
\begin{equation}
\frac b2\,\frac{Gb}{2\pi}\int_{r_0}^{d-r_0}\left(\frac1x+\frac1{d-x}\right)dx\simeq\frac{Gb^2}{2\pi}\ln\frac d{r_0},\qquad d\gg r_0 .
\end{equation}
The factor $\frac12$ arises because the stress builds up linearly with the slip; the core energy is absorbed in $r_0$.

The arms at neighbouring particles also interact. In units of $Gb^2/2\pi$, a pair at distance $x$ contributes $\ln x$ if antiparallel and $-\ln x$ if parallel. Two dipoles $nL$ apart therefore contribute
\begin{equation}
\ln(nL+d)+\ln(nL-d)-2\ln(nL)=\ln\left(1-\frac{d^2}{n^2L^2}\right).
\end{equation}
Each dipole has neighbours on both sides but owns half of each interaction, so the sum runs once over $n\ge1$. Euler's product $\prod_n(1-x^2/n^2)=\sin(\pi x)/(\pi x)$ with $x=d/L$ gives the energy per length of one pair of arms,
\begin{equation}
e=\frac{Gb^2}{2\pi}\ln\left[\frac{L}{\pi r_0}\sin\frac{\pi d}{L}\right]
=\frac{Gb^2}{2\pi}\ln\frac{\kappa R}{r_0},\qquad \kappa=\frac a\pi\sin\frac{\pi g}{a}.
\end{equation}

When the bowed segments advance by $\delta$, the shear stress $\tau$ does work $\tau b(L-d)\delta$ per particle, and the arms gain energy $e\delta$. Steady advance requires
\begin{equation}
\tau=\frac{e}{b(L-d)}=\frac{Gb}{2\pi(a-g)R}\ln\frac{\kappa R}{r_0}.\label{orowan}
\end{equation}
The picture of constant line tension $\mathcal T$ agrees: an arc of radius $\rho$ needs $\tau b=\mathcal T/\rho$, the smallest radius is the semicircle $\rho=(L-d)/2$, and $2\mathcal T=e$. Multiplying (\ref{orowan}) by $M$ gives (\ref{main}).

An initially straight screw line trails edge arms. The edge displacements, with $r^2=x^2+y^2$, are
\begin{align}
u_x&=\frac b{2\pi}\left[\arctan\frac yx+\frac{xy}{2(1-\nu)r^2}\right],\\
u_y&=-\frac b{2\pi}\left[\frac{(1-2\nu)\ln r^2+(x^2-y^2)/r^2}{4(1-\nu)}\right].
\end{align}
On $y=0$ the shear stress is
\begin{equation}
G(\partial_yu_x+\partial_xu_y)=\frac{Gb}{2\pi x}\left[1+\frac{1-(1-2\nu)}{2(1-\nu)}\right]=\frac{Gb}{2\pi(1-\nu)x}.
\end{equation}
The same integrals then apply, and $\tau$ is larger by $1/(1-\nu)$. This changes the prefactor but not the time law.

\section{Time dependence and limits}

Write $\Lambda=\ln(\kappa R/r_0)$. From $R^3=R_0^3+Kt$, $d\ln R/d\ln t=Kt/(3R^3)$; from (\ref{main}), $d\ln\Delta\sigma/d\ln R=-1+1/\Lambda$. The local exponent is
\begin{equation}
p\equiv-\frac{d\ln\Delta\sigma}{d\ln t}=\frac13\,\frac{Kt}{R^3}\left(1-\frac1\Lambda\right).\label{p}
\end{equation}
Both factors are below one and rise with time, so $p$ approaches $1/3$ from below.

\textit{Late times}, $Kt\gg R_0^3$. Here $R\simeq(Kt)^{1/3}$ and
\begin{equation}
\Delta\sigma\simeq\frac{S}{t^{1/3}}\,\frac13\ln\frac t{t_1},\quad
S=\frac{MGb}{2\pi(a-g)K^{1/3}},\quad t_1=\frac{(r_0/\kappa)^3}{K}.\label{late}
\end{equation}
The memory of $R_0$ fades as $1/t$, but the term $1/\Lambda$ in (\ref{p}) fades as $1/\ln t$.

\textit{Early times}, $Kt\ll R_0^3$. This limit depends on the starting distribution having the LSW shape. For the Gaussian start above, with the data of the example below, the mean radius first falls from 50 to 49.6~nm in about 6~h and later overshoots, giving 20.8 instead of 21.7~MPa at 1000~h and 11.1 instead of 11.5~MPa at 10\,000~h. For an LSW start, integrating (\ref{p}) gives a linear loss,
\begin{equation}
\Delta\sigma\simeq\Delta\sigma_0\left[1-\frac{Kt}{3R_0^3}\left(1-\frac1{\Lambda_0}\right)\right].
\end{equation}

\textit{Small volume fraction.} For $a\gg g$, $a-g\to a$ and $\kappa\to g$. Then $\Delta\sigma\propto\sqrt f\,\ln(gR/r_0)/R$ at given $R$.

For fitting, (\ref{main}) can be rearranged as
\begin{equation}
\left(\frac{\Lambda}{\Delta\sigma}\right)^3=\left[\frac{2\pi(a-g)}{MGb}\right]^3(R_0^3+Kt).
\end{equation}
For an LSW starting distribution this quantity is linear in $t$ from the start; other starts show a transient. Finding $\Lambda$ needs $R$, either measured or solved from (\ref{main}).

\section{Worked example: Sn-3.5Ag aged at 125~$^\circ$C}

The alloy has 3.5~wt\% Ag and is tested at 25~$^\circ$C. All material inputs are rough typical values: $\gamma=0.2$~J/m$^2$, $v=2.5\times10^{-29}$~m$^3$, $v_{\rm Sn}=2.7\times10^{-29}$~m$^3$ per tin atom, dissolved Ag fraction $10^{-4}$ (so $c_\infty=10^{-4}/v_{\rm Sn}$), $D_a=10^{-15}$ and $D_c=10^{-13}$~m$^2$/s, $G=18$~GPa, $\nu=0.36$, $b=r_0=0.318$~nm, $M=3$, $R_0=50$~nm.

With $n_{\rm Ag}=3.5/107.87$ and $n_{\rm Sn}=96.5/118.71$, and nearly all Ag precipitated,
\begin{equation}
f=\frac{n_{\rm Ag}v}{n_{\rm Ag}v+(n_{\rm Sn}-n_{\rm Ag}/3)v_{\rm Sn}}=0.036 .
\end{equation}
This gives $a=8.10$, $g=1.64$, $\kappa=1.53$. Equation (\ref{Deff}) gives $D=6.8\times10^{-15}$~m$^2$/s, and (\ref{K}) gives $K=5.07\times10^{-28}$~m$^3$/s $=1823$~nm$^3$/h. The initial size is forgotten on the scale $R_0^3/K=69$~h.

At 1000~h, $R=(50^3+1823\times1000)^{1/3}=125$~nm and $\Lambda=6.40$, so
\begin{equation}
\Delta\sigma=\frac{3(18\times10^9)(0.318\times10^{-9})(6.40)}{2\pi(6.45)(125\times10^{-9})}\ \text{Pa}=21.7\ \text{MPa}.
\end{equation}

\begin{center}
\begin{tabular}{rrrrrr}
$t$ (h) & $R$ (nm) & $L$ (nm) & $\Lambda$ & $\Delta\sigma$ (MPa) & $p$\\
0 & 50 & 405 & 5.49 & 46.5 & 0\\
100 & 67 & 546 & 5.79 & 36.3 & 0.164\\
1000 & 125 & 1011 & 6.40 & 21.7 & 0.263\\
10\,000 & 264 & 2135 & 7.15 & 11.5 & 0.285
\end{tabular}
\end{center}

At 10\,000~h the late form (\ref{late}) also gives 11.5~MPa, so the initial size no longer matters, yet $p$ is still 0.285. The remaining gap to $1/3$ is almost entirely due to the logarithm. By (\ref{p}), a late exponent of 0.30 needs $\Lambda=10$, that is $R=4.6$~$\mu$m after about 6000 years. An exponent of 0.32 would need $R=15$~m, which only shows that the limit is formal.

\section{Real joints and the limits of the model}

The computed 11 to 46~MPa is comparable with the whole tensile strength of this solder, roughly a few tens of MPa, so the rough inputs fix only the order of magnitude of the particle contribution. The least certain input is $K$, through the solubility and diffusivity. A factor of ten in $K$ shifts the late time axis by ten and $R$ by 2.15.

One assumption that real joints can break strongly is the absence of climb. Taking the climb speed as $D_{\rm self}\,\Delta\sigma\,v_{\rm Sn}/(bkT)$, with rough tin self-diffusivities of $4\times10^{-22}$~m$^2$/s at 25~$^\circ$C and $10^{-17}$~m$^2$/s at 125~$^\circ$C, a dislocation under 21.7~MPa climbs a height of 125~nm in about 8 days and 40~s respectively. These times count lattice diffusion only; diffusion along the dislocation core, whose rate is poorly known, can shorten the room-temperature value strongly, while using the resolved stress $\Delta\sigma/M$ instead of $\Delta\sigma$ triples both times, to 24 days and about 110~s. They are orders of magnitude, not bounds. Equation (\ref{main}) therefore describes at best a quick test at room temperature. It does not give the load that a joint can carry for weeks, or for minutes at 125~$^\circ$C.

Other effects mainly change prefactors. Particles compete for solute over a screening length $\xi$ with $\xi^{-2}=4\pi N_VR$, and the screened profile $e^{-(r-R)/\xi}/r$ raises the flux by $1+R/\xi$. For isotropic diffusion $R/\xi=\sqrt{3f/m_3}=0.31$ at the mean radius. With anisotropic diffusion the same argument holds in the stretched coordinates, where the number density is $N'=N_V\sqrt{D_a^2D_c}$, the capacity is $C=RD/\sqrt{D_a^2D_c}$ and, to leading order, the flux rises by $1+\sqrt{4\pi N'C^3}$. The share is thus multiplied by $\sqrt{D^3/(D_a^2D_c)}=1.76$ and becomes 0.55; raising $K$ by this share alone would lower $\Delta\sigma$ at 1000~h from 21.7 to 19.3~MPa. The factor favours large particles, so the self-similar state of the screened growth law has $K$ larger by 74\%, $m_2=1.062$ and $m_3=1.175$, which gives 18.4~MPa (42\% and 19.5~MPa for isotropic diffusion with the same $D$). Edge arms would raise the stress by a factor 1.56. A screw along the tetragonal axis feels the modulus $C_{44}$, roughly 22~GPa, which would raise it by 22\% over the value for $G$. The value $b=0.318$~nm is the [001] lattice vector only, and a polycrystal must also slip along longer vectors. With $b=r_0=0.442$~nm for $\frac12[111]$ the stress at 1000~h is 28.6~MPa if $G$ is kept, and 21.7~MPa with the screw modulus of roughly 14~GPa for that direction. Linearizing the solubility changes the excess $c_R-c_\infty$ by a relative $\ell/2R$, which is 0.018 at $R_0$ and larger for the small dissolving particles; its effect on $K$ is not sized here. The solute still in supersaturation shifts $f$ by a relative $10^{-4}$ at most.

Two geometric simplifications are not sized here. Real particles are not in a square array, and in a cast joint they are concentrated in the eutectic regions between tin dendrites, where the local $f$ exceeds the average used above. The time law also presupposes that precipitation is complete: while $f$ is still rising, $a$ and $\kappa$ change with time and (\ref{p}) does not apply.
